# The Bergman–Milton Representation: Separating Geometry from Permittivity in Two-Phase Composites

## 1. The problem

The dielectric spectrum of a mixture changes when its temperature changes. The constituents have new conductivities, but the microstructure may have changed too, and the spectrum alone need not say which. Calculation meets the same difficulty: each frequency gives new complex permittivities, and apparently a new field problem in the same geometry. What is missing is a form of the effective permittivity in which the geometry appears once, as data independent of the materials.

Let phases 1 and 2 have relative permittivities $\epsilon_1$ and $\epsilon_2$, complex in general, and let them fill a periodic cell. The response is local, linear and isotropic in each phase, the interfaces carry no layer of their own, and the cell is small enough compared with the wavelength and skin depth for the electric field to be curl-free. The time factor is $e^{+i\omega t}$, so that $\epsilon=\epsilon'-i\epsilon''$ with $\epsilon''\ge0$ for passive media.

Let $\theta(\mathbf r)$ be 1 in phase 1 and 0 in phase 2, let $\langle\cdot\rangle$ be the cell average, and let $f=\langle\theta\rangle$. For $\epsilon_2\neq0$ and $\epsilon_1\ne\epsilon_2$ define

$$s=\frac{\epsilon_2}{\epsilon_2-\epsilon_1},\qquad \epsilon(\mathbf r)=\epsilon_2\left[1-\frac{\theta(\mathbf r)}{s}\right].\tag{1}$$

In phase 1 the bracket is $1-(\epsilon_2-\epsilon_1)/\epsilon_2=\epsilon_1/\epsilon_2$, as required. A mean field equal to the real unit vector $\mathbf e_0$ defines the effective permittivity in that direction, $\epsilon_e=\langle\mathbf e_0\cdot\epsilon\mathbf E\rangle$.

## 2. The field equation as a resolvent

Use the inner product $\langle\mathbf u,\mathbf v\rangle=\langle\mathbf u^*\cdot\mathbf v\rangle$. Let $\Gamma$ be the orthogonal projector onto gradients of periodic potentials. These have zero mean, so $\Gamma\mathbf e_0=0$. The field is $\mathbf E=\mathbf e_0+\mathbf e'$ with $\Gamma\mathbf e'=\mathbf e'$. The condition $\nabla\cdot(\epsilon\mathbf E)=0$ means that $\epsilon\mathbf E$ is orthogonal to every periodic gradient, that is, $\Gamma(\epsilon\mathbf E)=0$. Inserting (1) and dividing by $\epsilon_2$,

$$0=\Gamma\left(\mathbf e_0+\mathbf e'-\frac{\theta\mathbf E}{s}\right)=\mathbf e'-\frac1s\Gamma\theta\mathbf E,
\qquad \mathbf E=\mathbf e_0+\frac1s\Gamma\theta\mathbf E.\tag{2}$$

Multiply by $\theta$, use $\theta^2=\theta$, and write $\mathbf P=\theta\mathbf E$ for the field inside phase 1:

$$(s-A)\mathbf P=s\,\theta\mathbf e_0,\qquad A=\theta\Gamma\theta.\tag{3}$$

The operator $A$ contains no permittivity. It is self-adjoint because $\theta$ and $\Gamma$ are, and

$$\langle\mathbf u,A\mathbf u\rangle=\|\Gamma\theta\mathbf u\|^2,\qquad 0\le\|\Gamma\theta\mathbf u\|^2\le\|\mathbf u\|^2,\tag{4}$$

because projectors do not lengthen a vector. Its spectrum therefore lies in $[0,1]$. For $s$ outside this interval (3) has one solution, and (2) then gives the whole field.

The average displacement follows from (1):

$$\frac{\epsilon_e}{\epsilon_2}=\langle\mathbf e_0\cdot\mathbf E\rangle-\frac1s\langle\mathbf e_0\cdot\theta\mathbf E\rangle
=1-\frac1s\langle\theta\mathbf e_0,\mathbf P\rangle.$$

With $\mathbf P=s(s-A)^{-1}\theta\mathbf e_0$ the factors of $s$ cancel. The spectral theorem for $A$ then gives the Bergman–Milton representation,

$$F(s)\equiv1-\frac{\epsilon_e}{\epsilon_2}
=\langle\theta\mathbf e_0,(s-A)^{-1}\theta\mathbf e_0\rangle
=\int_0^1\frac{d\mu(x)}{s-x}.\tag{5}$$

The measure $\mu$ is the squared length of $\theta\mathbf e_0$ distributed over the spectrum of $A$, hence non-negative. For orthonormal modes $A\mathbf u_n=s_n\mathbf u_n$ that form a complete set,

$$F(s)=\sum_n\frac{B_n}{s-s_n},\qquad B_n=|\langle\mathbf u_n,\theta\mathbf e_0\rangle|^2.\tag{6}$$

The eigenvalues $s_n$ depend only on the arrangement of the phases. The weights depend also on the field direction, and a mode of zero weight drops out of the sum. The materials enter through $s$ and the prefactor $\epsilon_2$.

From (1), $\epsilon_1/\epsilon_2=1-1/s$, so $0<s\le1$ corresponds to a real ratio that is zero or negative. Two permittivities with strictly negative imaginary parts have phases differing by less than $\pi$; their ratio is not a negative real number, and (5) applies. A pole with $0<s_n<1$ and $B_n>0$ is an electrostatic resonance that the uniform applied field can excite; it is approached when the ratio comes close to the negative number $1-1/s_n$.

## 3. What the measure must satisfy

For $|s|>1$ expand $(s-x)^{-1}=s^{-1}+xs^{-2}+\cdots$ in (5). The first coefficient is

$$\int d\mu=\langle\theta\mathbf e_0,\theta\mathbf e_0\rangle=f.\tag{7}$$

The second is $\langle\theta\mathbf e_0,\Gamma\theta\mathbf e_0\rangle$. In Fourier space $\Gamma$ acts as $\mathbf k\mathbf k^T/k^2$ for $\mathbf k\ne0$, so

$$\int x\,d\mu=\sum_{\mathbf k\neq0}|\theta_{\mathbf k}|^2\frac{(\mathbf k\cdot\mathbf e_0)^2}{k^2}.$$

Summed over $d$ perpendicular directions the last factor becomes one, and $\sum_{\mathbf k\ne0}|\theta_{\mathbf k}|^2=\langle\theta^2\rangle-\langle\theta\rangle^2=f(1-f)$. If the effective tensor is isotropic for all material pairs, each direction has an equal share:

$$\int x\,d\mu=\frac{f(1-f)}d.\tag{8}$$

The end points have distinct meanings. If $A\mathbf u=\mathbf u$, equality in (4) requires $\theta\mathbf u=\mathbf u$ and $\Gamma\mathbf u=\mathbf u$: the mode is a zero-mean gradient confined to phase 1. Then $\langle\mathbf u,\theta\mathbf e_0\rangle=\langle\mathbf u,\mathbf e_0\rangle=0$, so an eigenvalue 1 has no weight.

For the weight $B_0$ at $x=0$, hold $\epsilon_1>0$ and let $\epsilon_2\to0^+$. Since $\epsilon_2/s=\epsilon_2-\epsilon_1$, this part contributes $-B_0(\epsilon_2-\epsilon_1)\to B_0\epsilon_1$ to $\epsilon_e$. The rest contributes $\int_{x>0}\epsilon_2\,d\mu/(x-s)$ with $s<0$. Its integrand is bounded by $\epsilon_2/|s|=\epsilon_1-\epsilon_2$ and vanishes at each $x>0$, so the integral vanishes. Hence

$$B_0=\lim_{\epsilon_2\to0^+}\epsilon_e/\epsilon_1.\tag{9}$$

A positive $B_0$ means that phase 1 alone carries flux across the sample, which requires a connected path.

Flat layers show two extremes. For a field along the layers, the Fourier vectors of $\theta$ are perpendicular to $\mathbf e_0$. Then $\Gamma\theta\mathbf e_0=0$, the single pole is at $s=0$, and $F=f/s$ gives $\epsilon_e=f\epsilon_1+(1-f)\epsilon_2$. For a field along the normal, $\Gamma\theta\mathbf e_0=(\theta-f)\mathbf e_0$ and $A\theta\mathbf e_0=(1-f)\theta\mathbf e_0$. The pole is at $1-f$, and with $s-1=\epsilon_1/(\epsilon_2-\epsilon_1)$,

$$\frac{\epsilon_e}{\epsilon_2}=1-\frac f{s-1+f}=\frac{s-1}{s-1+f}
=\frac{\epsilon_1}{(1-f)\epsilon_1+f\epsilon_2},$$

which is the series law.

The algebra was tested on an $8\times8$ periodic network of two kinds of bond, in which the two forward bonds of a site share a phase. A discrete gradient replaces $\nabla$, and (2)–(6) carry over. The spectral sum agreed with direct node equations to a relative difference of $7\times10^{-15}$. The first moments for the two directions added to 0.241211, equal to $f(1-f)$ for $f=0.40625$. Seven modes at $s=1$ had no weight beyond rounding. The weight at zero was 0.125, the share of the one row in eight that was made continuous in phase 1; the direct calculation with $\epsilon_1=1$, $\epsilon_2=10^{-6}$ gave 0.125002.

## 4. Each pole as an interfacial relaxation

Let $\epsilon_j$ now be real and positive, and add ohmic conductivities $\sigma_j>0$. With $\xi=1/(i\omega\epsilon_0)$, where $\epsilon_0$ is the vacuum permittivity, the complex permittivities are $\epsilon_j+\sigma_j\xi$. Define

$$D_n=(1-s_n)\epsilon_2+s_n\epsilon_1,\qquad G_n=(1-s_n)\sigma_2+s_n\sigma_1.\tag{10}$$

Equation (1) gives $1/(s-s_n)=(\epsilon_2-\epsilon_1)/[(1-s_n)\epsilon_2+s_n\epsilon_1]$. With complex permittivities inserted, (6) becomes

$$\epsilon_e(\omega)=\epsilon_2+\sigma_2\xi+\sum_nB_n\frac{N(\xi)}{D_n+G_n\xi},\tag{11}$$

$$N(\xi)=(\epsilon_2+\sigma_2\xi)\left[\epsilon_1-\epsilon_2+(\sigma_1-\sigma_2)\xi\right].$$

Dividing the quadratic $N$ by the linear denominator leaves a constant, a term linear in $\xi$, and the remainder $N(-D_n/G_n)/(D_n+G_n\xi)$. The factors of $N$ at that point follow from (10):

$$\epsilon_2G_n-\sigma_2D_n=s_n(\epsilon_2\sigma_1-\epsilon_1\sigma_2),$$

$$(\epsilon_1-\epsilon_2)G_n-(\sigma_1-\sigma_2)D_n=\epsilon_1\sigma_2-\epsilon_2\sigma_1.$$

In the second line the terms in $\epsilon_1\sigma_1$ and $\epsilon_2\sigma_2$ cancel, while the coefficients $(1-s_n)+s_n$ of the mixed products add to one. Therefore $N(-D_n/G_n)=-s_n(\epsilon_2\sigma_1-\epsilon_1\sigma_2)^2/G_n^2$. Set

$$\tau_n=\epsilon_0\frac{D_n}{G_n},\qquad
\Delta_n=B_n\frac{s_n(\epsilon_2\sigma_1-\epsilon_1\sigma_2)^2}{G_n^2D_n}.\tag{12}$$

Since $G_n\xi/D_n=1/(i\omega\tau_n)$, the remainder times $B_n$ is

$$-\frac{\Delta_n}{1+1/(i\omega\tau_n)}=-\Delta_n\frac{i\omega\tau_n}{1+i\omega\tau_n}
=-\Delta_n+\frac{\Delta_n}{1+i\omega\tau_n}.$$

Collecting constants and terms linear in $\xi$,

$$\epsilon_e(\omega)=\epsilon_\infty+\sum_n\frac{\Delta_n}{1+i\omega\tau_n}+\frac{\sigma_{dc}}{i\omega\epsilon_0}.\tag{13}$$

The limit $\xi\to0$ shows that $\epsilon_\infty$ is (6) evaluated with the real permittivities. For $\xi\to\infty$ the conductivities dominate, and $\sigma_{dc}$ is (6) with each $\epsilon_j$ replaced by $\sigma_j$.

Every weighted pole with $0<s_n<1$ thus gives a Debye process of non-negative strength, even though neither constituent has a relaxation of its own. The strength vanishes when $\epsilon_1/\sigma_1=\epsilon_2/\sigma_2$: the conduction and displacement currents then divide in the same way, and no interfacial charge has to build up. A pole at zero gives no relaxation. For an insulating host, $\sigma_2=0$, and $s_n>0$,

$$\tau_n=\epsilon_0\frac{(1-s_n)\epsilon_2+s_n\epsilon_1}{s_n\sigma_1},\qquad
\Delta_n=\frac{B_n\epsilon_2^2}{s_nD_n},$$

so poles near zero give slow processes.

## 5. The measure of a square array of fibres

Let parallel circular fibres of phase 1 and radius $a<1/2$ form a square array of unit period, with the field across them along $x$. Then $f=\pi a^2$. A symmetric tensor unchanged by a quarter turn is a multiple of the identity, so (8) holds with $d=2$.

Take $s$ real and outside $[0,1]$ first. In the host the potential is $\phi=\operatorname{Re}w(z)$, $z=x+iy$. It is odd in $x$ and even in $y$, so around the fibre at the origin

$$w=\sum_{l\ \mathrm{odd}}(A_lz^l+B_lz^{-l}),\qquad A_l,B_l\ \text{real}.$$

Inside, the radial factors are $C_lr^l$. Continuity of potential and normal displacement at $r=a$ requires

$$A_la^l+B_la^{-l}=C_la^l,\qquad \epsilon_2(A_la^l-B_la^{-l})=\epsilon_1C_la^l.$$

Eliminating $C_l$ gives $(\epsilon_2-\epsilon_1)A_la^l=(\epsilon_2+\epsilon_1)B_la^{-l}$. By (1), $(\epsilon_2+\epsilon_1)/(\epsilon_2-\epsilon_1)=2s-1$, hence

$$(2s-1)B_la^{-l}=A_la^l.\tag{14}$$

The other fibres, at lattice points $p=j+ik$, determine $A_l$. The lattice sum of dipole potentials $1/(z-p)$ converges conditionally, so use instead the Weierstrass function

$$\zeta(z)=\frac1z+\sum_{p\ne0}\left[\frac1{z-p}+\frac1p+\frac z{p^2}\right],$$

$$w=gz+B_1\zeta(z)+\sum_{m=3,5,\ldots}B_m\sum_p(z-p)^{-m}.\tag{15}$$

Let $\zeta(z+1)=\zeta(z)+\eta$. The lattice is unchanged by multiplication with $i$, so $\zeta(iz)=-i\zeta(z)$ and $\zeta(z+i)=\zeta(z)-i\eta$. Integrate $\zeta$ counterclockwise around a cell containing one pole of residue 1. The vertical sides together give $i\eta$ and the horizontal sides $+i\eta$, so $2i\eta=2\pi i$ and $\eta=\pi$. The sums with $m\ge3$ are derivatives of $\zeta$ and are periodic.

Choose mean potential gradient 1. The step $z\to z+1$ raises $\operatorname{Re}w$ by one, so $g+\pi B_1=1$. The step $z\to z+i$ changes $w$ by $i(g-\pi B_1)$. This leaves the potential periodic, and by the Cauchy–Riemann equations the change of $\operatorname{Im}w$ is the flux of $\nabla\phi$ through a vertical cell edge in the host. Hence

$$\frac{\epsilon_e}{\epsilon_2}=g-\pi B_1=1-2\pi B_1,\qquad F=2\pi B_1.\tag{16}$$

Let $S_n=\sum_{p\ne0}p^{-n}$ for $n\ge4$; the quarter-turn symmetry makes it vanish unless $n$ is a multiple of 4. For odd $m$,

$$(z-p)^{-m}=-\sum_{l\ge0}\binom{m+l-1}{l}\frac{z^l}{p^{m+l}}.$$

The subtractions in $\zeta$ remove the term $l=m=1$, but $g=1-\pi B_1$ supplies it with coefficient $\pi$. Defining $S_2=\pi$ therefore gives

$$A_l=\delta_{l1}-\sum_{m\ \mathrm{odd}}\binom{m+l-1}{l}S_{l+m}B_m.\tag{17}$$

Insert this in (14), with $B_l=a^lc_l/\sqrt l$, and multiply by $\sqrt l$. The binomial coefficient equals $m(l+m-1)!/(l!\,m!)$, so

$$(2s-1)c_l+\sum_mH_{lm}c_m=a\,\delta_{l1},\qquad
H_{lm}=\sqrt{lm}\,a^{l+m}\frac{(l+m-1)!}{l!\,m!}S_{l+m}.\tag{18}$$

$H$ is real and symmetric. Let $h_n$ be its eigenvalues and $v_{n1}$ the first components of its normalized eigenvectors. Then $c_1=a\sum_nv_{n1}^2/(2s-1+h_n)$, and $F=2\pi a\,c_1$ becomes (6) with

$$s_n=\frac{1-h_n}2,\qquad B_n=f\,v_{n1}^2.\tag{19}$$

Both sides are analytic off $[0,1]$, so the result extends to complex $s$. Since $H_{11}=\pi a^2=f$, the first moment is $f(1-H_{11})/2=f(1-f)/2$, in agreement with (8). Keeping $l=1$ alone leaves one pole at $(1-f)/2$ with weight $f$: the two-dimensional Maxwell Garnett formula.

## 6. One geometry, two pairs of materials

Take $f=0.5$, so $a=0.3989$. Multipoles up to $l=39$ give these leading terms:

| $n$ | $s_n$ | $B_n$ |
|---|---:|---:|
| 1 | 0.23177 | 0.46698 |
| 2 | 0.54770 | 0.01508 |
| 3 | 0.46902 | 0.01504 |

All other poles share a weight of 0.0029. The shift of the first pole from the Maxwell Garnett value 0.25 comes mainly from the coupling of $l=1$ to $l=3$. With $S_4=3.1512$, $H_{13}=\sqrt3\,a^4S_4=0.138$, while $H_{33}=0$ because $S_6=0$. The two-by-two matrix has the upper eigenvalue $0.25+\sqrt{0.25^2+0.138^2}=0.536$, hence $s_1\approx0.232$.

The continuum problem was also solved by imposing the boundary conditions on the cell edge by least squares, without lattice sums or the matrix $H$. For four pairs of permittivities the largest relative difference in $\epsilon_e$ was $1.0\times10^{-9}$. Contour integrals of this solution around the first pole reproduced its position and weight to the printed six decimals.

Pair A has conducting fibres: $\epsilon_1=10$, $\sigma_1=10^{-6}$ S/m, $\epsilon_2=3$, $\sigma_2=10^{-8}$ S/m. For the first pole, with $s_1=0.231774$ to six decimals,

$$D_1=0.768226\times3+0.231774\times10=4.622,$$

$$G_1=(0.768226\times10^{-8}+0.231774\times10^{-6})\ \mathrm{S/m}=2.3946\times10^{-7}\ \mathrm{S/m}.$$

With $\epsilon_0=8.854\times10^{-12}$ F/m, (12) gives $\tau_1=170.9$ μs. Since $\epsilon_2\sigma_1-\epsilon_1\sigma_2=2.9\times10^{-6}$ S/m,

$$\Delta_1=\frac{0.46698\times0.23177\times(2.9\times10^{-6})^2}{(2.3946\times10^{-7})^2\times4.622}=3.434.$$

Pair B exchanges the materials, so that the host conducts. The table above is used unchanged.

| Quantity | Pair A | Pair B |
|---|---:|---:|
| $\tau_1$ (μs) | 170.9 | 96.3 |
| $\Delta_1$ | 3.434 | 0.183 |
| $\Delta_2$ | 0.033 | 0.054 |
| $\Delta_3$ | 0.042 | 0.031 |
| $\epsilon_\infty$ | 5.227 | 5.739 |
| $\epsilon_\infty+\sum\Delta_n$ | 8.744 | 6.014 |
| $\sigma_{dc}$ (S/m) | $2.995\times10^{-8}$ | $3.339\times10^{-7}$ |

The first pole holds 93% of the geometric weight in both cases. It supplies 98% of the total relaxation strength, $8.744-5.227=3.517$, in pair A, but 67% of the 0.275 in pair B. Equation (12) explains the difference. When the fibres conduct, $G_n\approx s_n\sigma_1$ and $\Delta_n/B_n$ varies roughly as $1/(s_nD_n)$, which favours the low pole. When the host conducts, $G_n\approx(1-s_n)\sigma_2$ and the ratio varies roughly as $s_n/[(1-s_n)^2D_n]$, which favours the higher ones. A relaxation strength is therefore not a direct reading of a geometric weight.

Maxwell Garnett gives $\tau=163.3$ μs for pair A, 4% below $\tau_1$, and a strength of 3.338, 5% below the total. For pair B its strength of 0.225 is 18% below the total: relative to the total, the higher multipoles it omits matter more there, although the absolute shortfall, 0.050, is smaller than the 0.179 of pair A.

Conduction can hide the relaxation. At $\omega\tau_1=1$, pair A (931 Hz) has $\epsilon''=2.333$, of which 1.755 remains after subtracting the dc term. Pair B (1653 Hz) has $\epsilon''=3.767$, of which 0.137 remains. Neither pair shows a loss peak before the subtraction. With $u=\omega\tau$, the sum $b/u+\Delta u/(1+u^2)$ has a maximum only if $\Delta>8b$, because $u^2(1-u^2)/(1+u^2)^2\le1/8$. In pair A, $b=2.333-1.755=0.578$, so $8b=4.6$ exceeds the total strength 3.517 and the relaxation appears only as a shoulder. Direct solutions at three frequencies for each pair agreed with (13) to a relative difference of $8.9\times10^{-11}$; the numerical output lists these spectra.

## 7. Where the separation ends

The separation rests on $A$ being independent of the materials. A third phase, or a surface layer with its own conductance, cannot in general be described by one variable $s$. Diffuse ionic charge makes the response nonlocal, and retardation destroys the curl-free field used in (2). If heating or the applied field moves the inclusions, (5) still holds for each frozen arrangement, but $\mu$ may change from one arrangement to the next. Within the stated assumptions, a change of permittivities or conductivities at fixed geometry leaves every $s_n$ and $B_n$ where it was.

## Table of computed values

```
network: fraction of phase 1 = 0.406250
network: first moment, x plus y = 0.241211
network: f(1-f) = 0.241211
network: number of modes at s=1 = 7
network: weight at s=1 = 5.2e-30
network: weight at s=0, field x = 0.125000
network: eps_e for eps1=1, eps2=1e-6 = 0.125002
network: largest relative difference = 7.0e-15
fibres: f = 0.500, radius/period = 0.398942
fibres: lattice sums S4, S8 = 3.151212, 4.255773
fibres: pole 1: s = 0.231774, B = 0.466981
fibres: pole 2: s = 0.547700, B = 0.015078
fibres: pole 3: s = 0.469017, B = 0.015041
fibres: weight of all other poles = 2.90e-03
contour: leading s, B = 0.231774, 0.466981
contour: total weight = 0.500000
contour: first moment = 0.125000
fibres: largest relative difference = 1.0e-09
Debye form: largest relative difference = 8.9e-11
Maxwell Garnett: s = 0.250000, B = 0.500000
A: eps1 = 10, sigma1 = 1e-06 S/m
A: eps2 = 3, sigma2 = 1e-08 S/m
A: tau1 = 170.920 us, strength = 3.43430
A: tau2 = 109.573 us, strength = 0.03333
A: tau3 = 117.286 us, strength = 0.04197
A: eps_inf = 5.22749, eps_static = 8.74442
A: sigma_dc = 2.99477e-08 S/m
A: Maxwell Garnett tau = 163.330 us, strength = 3.33778
A: 93.12 Hz: eps' = 8.7101, eps'' = 6.1266, without dc = 0.3455
A: 931.17 Hz: eps' = 7.0019, eps'' = 2.3334, without dc = 1.7553
A: 9311.69 Hz: eps' = 5.2633, eps'' = 0.4100, without dc = 0.3522
B: eps1 = 3, sigma1 = 1e-08 S/m
B: eps2 = 10, sigma2 = 1e-06 S/m
B: tau1 = 96.265 us, strength = 0.18300
B: tau2 = 119.263 us, strength = 0.05375
B: tau3 = 111.024 us, strength = 0.03078
B: eps_inf = 5.73889, eps_static = 6.01383
B: sigma_dc = 3.33916e-07 S/m
B: Maxwell Garnett tau = 97.072 us, strength = 0.22503
B: 165.33 Hz: eps' = 6.0107, eps'' = 36.3334, without dc = 0.0290
B: 1653.29 Hz: eps' = 5.8679, eps'' = 3.7671, without dc = 0.1367
B: 16532.94 Hz: eps' = 5.7413, eps'' = 0.3887, without dc = 0.0257
```
